# How far can vacancy-producing doping lower a Frenkel conductor's conductivity?

**Question**

I am stuck on this exercise: "In a Frenkel conductor whose interstitials are four times as mobile as the vacancies, show that vacancy-producing doping lowers the conductivity to at most 80 percent of the pure value."

I understand the start. The dopant brings in vacancies, mass action removes interstitials, and the interstitials are the better carriers, so the conductivity should fall. But when I dope until there are eight times as many vacancies as in the pure crystal, I get a conductivity 1.7 times the pure value, which is certainly not "at most 80 percent".

I also don't know what to do about association. Some of the dopants bind a vacancy and take it out of conduction. Doesn't the answer then depend on the binding energy, and on whether the pairs have had time to form?

**Answer**

Your factor of 1.7 is right, and the exercise is badly worded. Read literally, it says that the doped crystal conducts at 80 percent or less, which is false at every doping except one. The true statement is that doping can lower the conductivity to 80 percent of the pure value and no further. The binding energy decides how much dopant is needed to get there, but not how low the conductivity goes.

**Setting and mass action**

Take a crystal of monovalent cations with $N$ cation sites per volume and two interstitial sites per cation. A Frenkel defect is a cation moved from its site to an interstitial site. This leaves an interstitial of charge $+e$ and a vacancy of effective charge $-e$, with densities $n_i$ and $n_v$. A divalent dopant on a cation site has effective charge $+e$ and brings one vacancy with it.

Let $M$ be the total dopant density, $n_p$ the density of dopants bound to a neighbouring vacancy, and $c_f=M-n_p$ the density of free dopants. I count only free vacancies in $n_v$. The pairs are neutral, so neutrality reads

$$n_v=n_i+c_f=n_i+M-n_p .$$

Let the defects be dilute and, for now, without interaction apart from the binding of nearest pairs. Placing $n$ defects on $S\gg n$ sites per volume contributes $n[\ln(n/S)-1]$ to the free energy density divided by $kT$. The derivative of this term with respect to $n$ is $\ln(n/S)$. Let $g$ be the free energy of making one separated Frenkel pair, without the mixing entropy, and $b$ the binding energy of a dopant-vacancy pair. Each dopant site has 12 neighbouring cation sites, so there are $12N$ places for a pair. Up to a constant at fixed $M$,

$$\frac{F}{kT}=\frac{g\,n_i-b\,n_p}{kT}+\sum_a n_a\left[\ln\frac{n_a}{S_a}-1\right],$$

where the sum runs over interstitials ($S=2N$), free vacancies ($N$), free dopants ($N$) and pairs ($12N$).

Vary $n_i$ first, at fixed $n_p$. By neutrality $n_v$ changes by the same amount, so

$$\frac{g}{kT}+\ln\frac{n_i}{2N}+\ln\frac{n_v}{N}=0
\quad\Rightarrow\quad n_i n_v=2N^2e^{-g/kT}\equiv n_0^2 .$$

In the pure crystal $n_i=n_v$, so both equal $n_0=\sqrt2\,N e^{-g/2kT}$.

Now vary $n_p$ at fixed $n_i$. One more pair means one free vacancy and one free dopant fewer:

$$-\frac{b}{kT}+\ln\frac{n_p}{12N}-\ln\frac{n_v}{N}-\ln\frac{c_f}{N}=0
\quad\Rightarrow\quad n_p=K c_f n_v,\qquad K=\frac{12}{N}e^{b/kT}.$$

The first condition does not contain $b$. This is why association will drop out of the floor.

**The conductivity and its floor**

In a steady field a neutral pair can turn round but carries no lasting current. The two free carriers drift in opposite directions with opposite charges, so their currents add. With mobilities $u_i$ and $u_v$, held fixed as the doping changes,

$$\sigma=e(u_i n_i+u_v n_v).$$

Write $\varphi=u_i/u_v$ and measure the doping by $x=n_v/n_0$. Mass action gives $n_i=n_0/x$, hence

$$\sigma=e u_v n_0\left(\frac{\varphi}{x}+x\right).$$

The pure crystal has $x=1$ and $\sigma_0=e u_v n_0(\varphi+1)$. The ratio is

$$s=\frac{\sigma}{\sigma_0}=\frac{\varphi/x+x}{1+\varphi}.$$

For $\varphi=4$, subtract $4/5$ and use a common denominator:

$$s-\frac45=\frac{4/x+x-4}{5}=\frac{x^2-4x+4}{5x}=\frac{(x-2)^2}{5x}\ge0 .$$

This is the required result: $s\ge 0.8$, with equality at $x=2$ and nowhere else. There the vacancies have doubled and the interstitials have halved. Since $u_i n_0/2=4u_v n_0/2=u_v\,(2n_0)$, the two carriers conduct equally. Below $x=2$ the loss of fast interstitials outweighs the gain in slow vacancies; above it the gain wins.

To find where the conductivity is below the pure value, subtract 1 instead, for general $\varphi$:

$$s-1=\frac{\varphi+x^2-(1+\varphi)x}{(1+\varphi)x}=\frac{(x-1)(x-\varphi)}{(1+\varphi)x}.$$

For $\varphi=4$ this is negative for $1<x<4$, zero at $x=4$ and positive beyond. Your case $x=8$ gives $s=(0.5+8)/5=1.7$.

The same formula covers two related cases. If the vacancies are the faster carriers ($\varphi<1$), both factors are positive for $x>1$, and vacancy-producing doping raises the conductivity from the start. If instead $\varphi=4$ but the dopant produces interstitials, then $x<1$, both factors are negative, and the conductivity again rises. A fall requires the dopant to add the slower carrier.

For any $\varphi>1$, completing the square gives

$$\frac{\varphi}{x}+x=2\sqrt\varphi+\frac{(x-\sqrt\varphi)^2}{x},
\qquad s_{\min}=\frac{2\sqrt\varphi}{1+\varphi}\ \text{ at }\ x=\sqrt\varphi .$$

The floor therefore depends on the mobility ratio: it is 0.87 for $\varphi=3$ and 0.75 for $\varphi=5$.

**How much dopant is needed**

The free dopant density is $c_f=n_v-n_i=n_0(x-1/x)$. Adding the pairs,

$$M=c_f+n_p=c_f(1+Kn_v)=n_0\left(x-\frac1x\right)(1+Kn_0x).$$

For $x\ge1$ the first bracket rises from zero without limit, and the second is positive and rising. Each $M$ therefore belongs to one $x$, and every $x\ge1$ can be reached, as long as the dopant dissolves and the defects stay dilute. The floor and the return to the pure value lie at

$$M_{\min}=\tfrac32 n_0(1+2Kn_0),\qquad M_{\rm ret}=\tfrac{15}{4}n_0(1+4Kn_0).$$

Stronger binding moves both to higher doping. The bound fraction of the dopants is $n_p/M=Kn_v/(1+Kn_v)$.

Two limits show the shape of the curve. For light doping put $x=1+\delta$ with $\delta\ll1$. Then $x-1/x\approx2\delta$, so $M\approx2\delta n_0(1+Kn_0)$. With $\varphi=4$ the formula for $s-1$ gives $s-1\approx\delta(-3)/5$, and so

$$s\approx1-\frac{3}{10}\,\frac{M}{n_0(1+Kn_0)} .$$

For heavy doping $s\approx x/5$. If also $Kn_0x\gg1$, then $M\approx Kn_0^2x^2$ and $s\approx\sqrt{M/K}/(5n_0)$. Association slows the rise from linear in $M$ to a square root, but does not stop it.

**If the pairs are still forming**

Suppose that interstitials and vacancies equilibrate quickly, while pairs form slowly after a change of temperature. The condition $n_in_v=n_0^2$ came from varying $n_i$ at fixed $n_p$, so it holds throughout the relaxation. The conductivity then moves along the same curve $s(x)$ while $x$ falls, and it cannot pass below 0.8. Whether it falls or rises as pairs form depends on the side of $x=2$ on which the crystal lies. If Frenkel equilibrium is frozen, or merely not much faster than pairing, this argument fails, and the conductivity can lie below 0.8 of the pure value until equilibrium is restored.

**A worked example**

Take round model parameters at 500 K: lattice constant 0.56 nm with four cations per cell, $g=1.00$ eV, $b=0.30$ eV, relative permittivity 12, $u_i=1.0\times10^{-3}$ and $u_v=2.5\times10^{-4}$ cm²/Vs. Then $N=2.278\times10^{22}$ cm⁻³ and $kT=0.04309$ eV, so

$$n_0=\sqrt2\,(2.278\times10^{22})\,e^{-1.00/0.08618}=2.94\times10^{17}\ \text{cm}^{-3},$$

$$K=\frac{12}{2.278\times10^{22}}\,e^{0.30/0.04309}=5.57\times10^{-19}\ \text{cm}^3,\qquad Kn_0=0.164 .$$

The pure conductivity is

$$\sigma_0=(1.602\times10^{-19})(2.94\times10^{17})(1.25\times10^{-3})\ \text{S/cm}=58.9\ \mu\text{S/cm}.$$

At the floor each carrier contributes 23.5 μS/cm, in total 47.1 μS/cm, which is 80 percent of 58.9. The dopant needed is

$$M_{\min}=1.5\,(2.94\times10^{17})(1+0.327)=5.85\times10^{17}\ \text{cm}^{-3},$$

or 26 ppm of the cation sites, with a quarter of the dopants bound. The pure value returns at $3.75\,(2.94\times10^{17})(1+0.654)=1.82\times10^{18}$ cm⁻³, or 80 ppm.

To see the size of the effect, suppose that pairing is much slower than Frenkel equilibration, and take the floor doping. With no pairs yet formed, $x-1/x=5.85/2.94=1.99$, so $x=2.41$ and $s=0.814$. As the pairs form, $x$ falls to 2 and $s$ to 0.800. Here binding a quarter of the dopants changes the conductivity by less than 2 percent, because the minimum is flat.

With the mobilities of this example, however, pairing is not that slow. If defects of opposite charge capture each other as soon as diffusion brings them within about 3 nm, where their attraction equals $kT$, then pairing and Frenkel equilibration both take tens of nanoseconds or less. Starting without pairs but in Frenkel equilibrium at 500 K, the ratio in this estimate dips briefly to about 0.78 before it settles at 0.800. If the crystal has just been cooled from a higher temperature, leftover interstitials make the dip shallower or hide it. A steady measurement at 500 K therefore sees the pairs already formed.

As a test that does not use mass action, I minimized the lattice free energy numerically at given total doping, including the rule that two defects of the same kind cannot share a place. At the dopings that correspond to $x=1.2$, 2, 4 and 8, the conductivity ratios are 0.907, 0.800, 1.000 and 1.700, as the formula gives. A search over doping finds the lowest ratio 0.800 for $b=0$, 0.30 and 0.40 eV alike, while the dopant density at the minimum moves from 4.4 to 5.9 to $19\times10^{17}$ cm⁻³. The values are in the numerical output below.

**What the charges do to the floor**

So far charged defects ignored each other unless they were nearest neighbours. In fact each one gathers a cloud of opposite charge, which lowers its free energy and so favours more defects. To estimate this, let the cloud start at radius $R$, and define the Bjerrum length $L=e^2/(4\pi\epsilon kT)$, where $\epsilon$ is the permittivity of the crystal. For potentials small compared with $kT/e$, linearizing the Boltzmann factors gives $\nabla^2\psi=\kappa^2\psi$ with

$$\kappa^2=4\pi L(n_i+n_v+c_f)=8\pi L n_v ,$$

where the last step uses $n_i+c_f=n_v$. The potential outside $R$, and with it the cloud's charge density, varies as $e^{-\kappa r}/r$. Around a charge $+e$ the cloud holds $-e$ in total, so its potential at the centre is

$$\psi_c=-\frac{e}{4\pi\epsilon}\,\frac{\int_R^\infty e^{-\kappa r}dr}{\int_R^\infty r e^{-\kappa r}dr}
=-\frac{e}{4\pi\epsilon}\,\frac{\kappa}{1+\kappa R}.$$

As the central charge is built up, $\psi_c$ grows in proportion to it, so the free energy gained is $e\psi_c/2$. Call this $kT\ln\gamma$:

$$\ln\gamma=-\frac{L\kappa}{2(1+\kappa R)} .$$

By symmetry a negative defect gains the same. Adding $\ln\gamma$ for the interstitial and for the vacancy to the first equilibrium condition gives $n_in_v=n_0^2/\gamma^2$. The pure crystal now has $n_i=n_v=n_0/\gamma_0$, where $\gamma_0$ is its own value of $\gamma$. Since $4n_i+n_v\ge2\sqrt{4n_in_v}=4n_0/\gamma$,

$$s=\frac{4n_i+n_v}{5n_0/\gamma_0}\ge\frac45\,\frac{\gamma_0}{\gamma}.$$

Doping raises $n_v$ and therefore $\kappa$, which makes $\gamma<\gamma_0$. At fixed mobilities, screening thus lifts the floor above 80 percent.

In the example $L=2.8$ nm, and the screening length $1/\kappa$ at the floor is 4.9 nm for the unscreened densities. Starting the cloud at the nearest cation distance, 0.40 nm, gives a lowest ratio of 0.87; starting it at $L/2=1.4$ nm gives 0.85. The spread shows how rough the estimate is: the bare Coulomb energy at distance $L/2$ is still $2kT$, so the linear theory is stretched.

The clouds also drag on the moving defects, and this works against the lift. To bring the floor back to 0.80, an equal drag on both carriers would have to lower the mobilities by 6 to 8 percent more in the doped crystal than in the pure one. The drag is of this order. Onsager's relaxation theory for point charges, with immobile dopants, slows both carriers by about 4 percent in the pure crystal, but the interstitials by about 12 and the vacancies by about 6 percent at the floor. That brings the lowest ratio down to 0.82 and 0.80 for the two radii. This estimate ignores the radius $R$ and so probably overstates the drag, but it shows that much of the lift can cancel. The bound of 80 percent is therefore a theorem of the ideal dilute model; with interactions it becomes an estimate.

Coulomb attraction also binds vacancies at wider distances. Counting all cation sites within $L/2$ of the dopant multiplies $K$ by about 1.4 and moves the ideal floor from 5.9 to $6.4\times10^{17}$ cm⁻³. The floor itself stays put, because these pairs are neutral too.

**Beside a real crystal**

The parameters lie in the rough regime of silver chloride doped with a divalent cation such as cadmium; they are not measured data, and the mobility ratio of 4 comes from the exercise. In a real crystal the ratio depends on temperature, and the floor moves with it as shown above.

Another assumption that real crystals break is the pure reference. Suppose the "pure" sample already holds $1.3\times10^{17}$ cm⁻³ of divalent impurities, about 6 ppm. In the ideal model at 500 K its conductivity is 0.907 of the truly pure value, so further doping appears to lower it only to $0.800/0.907=0.88$.

This matters if you want to infer the mobility ratio from a measured minimum. Solving $s_{\min}(1+\varphi)=2\sqrt\varphi$ for the root with $\varphi>1$ gives

$$\sqrt\varphi=\frac{1+\sqrt{1-s_{\min}^2}}{s_{\min}} .$$

A floor of 0.80 returns $\sqrt\varphi=(1+0.6)/0.8=2$, as it should. The screened floors of 0.867 and 0.847, which assume fixed mobilities, would return $\varphi\approx3.0$ and 3.3, although the mobility ratio put in was 4; with the drag estimate included they return about 3.7 and 4.0. The inversion is therefore safe when the reference crystal is pure, the defects are dilute enough that $L\kappa\ll1$, and the mobilities do not change with doping. In the example $L\kappa$ is about 0.6, so the last two conditions are not met: screening and drag each shift the floor by several percent in opposite directions, and the inferred mobility ratio is uncertain accordingly.

## Numbers as computed

```
temperature: 500 K; kT: 0.04309 eV
lattice constant: 0.56 nm
nearest cation distance: 0.396 nm
cation site density N: 2.278e+22 cm^-3
Frenkel free energy g: 1.00 eV
pair binding energy b: 0.30 eV
relative permittivity: 12
interstitial mobility: 1.00e-03 cm2/Vs
vacancy mobility: 2.50e-04 cm2/Vs
mobility ratio phi: 4.00
pure defect density n0: 2.939e+17 cm^-3
association constant K: 5.566e-19 cm^3
K n0: 0.1636
pure conductivity: 58.86 uS/cm
floor conductivity: 47.09 uS/cm
  interstitial part: 23.55 uS/cm
  vacancy part: 23.55 uS/cm
interstitials at floor: 1.470e+17 cm^-3
free vacancies at floor: 5.878e+17 cm^-3
free dopants at floor: 4.409e+17 cm^-3
total dopants at floor: 5.851e+17 cm^-3
  per cation site: 25.7 ppm
total dopants at return: 1.823e+18 cm^-3
  per cation site: 80.1 ppm
free-energy minimization: x, dopants cm^-3, bound, ratio
  1.2  1.289e+17  0.1641  0.9067
  2.0  5.851e+17  0.2465  0.8000
  4.0  1.823e+18  0.3956  1.0000
  8.0  5.344e+18  0.5669  1.6999
floor search: binding eV, lowest ratio, dopants cm^-3
  0.00  0.8000  4.41e+17
  0.30  0.8000  5.86e+17
  0.40  0.8000  1.91e+18
lowest ratio for phi = 3: 0.8660
lowest ratio for phi = 5: 0.7454
vacancy site fraction at floor: 2.58e-05
Bjerrum length: 2.785 nm
screening length at floor (ideal densities): 4.93 nm
screened, R = nearest distance: 0.396 nm
  pure defect density: 3.621e+17 cm^-3
  lowest ratio: 0.8666
  dopants there: 5.396e+17 cm^-3
  mobility loss to regain 0.8: 7.7 %
screened, R = half Bjerrum length: 1.393 nm
  pure defect density: 3.516e+17 cm^-3
  lowest ratio: 0.8473
  dopants there: 5.776e+17 cm^-3
  mobility loss to regain 0.8: 5.6 %
K factor from wider pairs: 1.375
dopants at floor with wider pairs: 6.392e+17 cm^-3
```
